**Charge fluctuations of a dust grain with orbit-motion-limited charging**

For cold ions the variance of the grain's electron number is $N_0/(1+z)$, where $N_0$ balances the electron and ion capture rates and $z$ is the magnitude of the surface potential in $T_e$ volts. The program asserts the capture factors from a numerical orbit condition and the absolute rates from integrals over Maxwellian speeds. It compares the cold-ion stationary law with the null vector of a full rate matrix, and asserts the variance, its finite-size corrections and the relaxation rate for several values of $z$. Warm ions and electron depletion are tested against the general linear formula. For a 50 nm grain in a hydrogen plasma with H$_3^+$ ions, the output gives $z=1.634$, $N_0=113.5$ and a cold-ion variance of 43.1; the full master equation gives 43.3. Changed rates for ion-neutral collisions, ion drift at the Bohm speed and image attraction give variances of 41.0, 53.6 and 45.7. The collision figure rests on an assumed capture radius and is an estimate.

## Numerical check

```python
"""Charge fluctuations of a grain holding N excess electrons (charge -N e).
Result under test: variance = N0/(1+z) for cold ions, where N0 balances the
orbit-motion-limited electron and ion capture rates and z = delta*N0,
delta = e^2/(4 pi eps0 a k Te).  tau = Te/Ti.  With warm ions:
variance = N0 (1+tau z) / (z (1+tau+tau z)).
lam(N): electron capture rate, N -> N+1.  mu(N): ion capture rate, N -> N-1.
"""
import numpy as np
from scipy import constants as c
from scipy.integrate import quad, trapezoid
from scipy.linalg import eigh_tridiagonal, null_space
from scipy.optimize import brentq
from scipy.special import gammaln


def stationary_moments(n, lam, mu):
    """Mean and variance of the stationary one-step master equation."""
    logp = np.concatenate([[0.0], np.cumsum(np.log(lam[:-1] / mu[1:]))])
    p = np.exp(logp - logp.max())
    p /= p.sum()
    mean = np.sum(n * p)
    return mean, np.sum((n - mean) ** 2 * p)


def spectral_gap(lam, mu):
    """Slowest relaxation rate of the master equation on a finite range."""
    up, down = lam.copy(), mu.copy()
    up[-1] = 0.0
    down[0] = 0.0
    size = len(up)
    w = eigh_tridiagonal(-(up + down), np.sqrt(up[:-1] * down[1:]),
                         eigvals_only=True, select='i',
                         select_range=(size - 2, size - 1))
    return -w[0]


def linear_prediction(n, lam, mu):
    """Balance point and 1/(d ln(mu/lam)/dN) there."""
    g = np.log(mu / lam)
    root = np.interp(0.0, g, n)
    slope = (np.interp(root + 5, n, g) - np.interp(root - 5, n, g)) / 10
    return root, 1 / slope


x_grid = 1 + np.geomspace(1e-6, 10, 600)      # distance / grain radius
e_grid = np.linspace(0, 20, 601)              # energy / kT


def orbit_factor(w, image):
    """Capture rate over that of an uncharged grain, from the condition that
    no radial barrier stops the orbit outside the grain.  w: signed surface
    potential energy / kT; image: e^2/(4 pi eps0 a kT), or 0 for none."""
    x2 = x_grid ** 2
    u = w / x_grid - image / (2 * x2 * (x2 - 1))
    reach = np.min(np.outer(e_grid, x2) - x2 * u, axis=1)
    return trapezoid(np.exp(-e_grid) * np.maximum(reach, 0), e_grid)


# ---- Orbit condition against the closed capture factors
for w in (0.5, 1.7, 3.0):
    assert abs(orbit_factor(w, 0) / np.exp(-w) - 1) < 1e-3   # grid error
for w in (1.0, 20.0, 130.0):
    assert abs(orbit_factor(-w, 0) / (1 + w) - 1) < 1e-3     # grid error

# ---- Cold-ion stationary law against the null vector of the generator
N0, z = 20.0, 1.5
delta = z / N0
n = np.arange(0, 81)
lam, mu = np.exp(-delta * (n - N0)), n / N0
up = lam.copy()
up[-1] = 0
generator = np.diag(-(up + mu)) + np.diag(up[:-1], -1) + np.diag(mu[1:], 1)
p_null = null_space(generator, rcond=1e-12)
assert p_null.shape[1] == 1
p_null = p_null[:, 0] / p_null[:, 0].sum()
logp = n * (z + np.log(N0)) - delta * n * (n - 1) / 2 - gammaln(n + 1)
p_law = np.exp(logp - logp.max())
p_law /= p_law.sum()
assert np.max(np.abs(p_null - p_law)) < 1e-9

# ---- Cold ions, large N0: variance, finite corrections, relaxation rate
for z in (0.5, 1.7, 3.0):
    N0 = 2000.0
    n = np.arange(1000, 3001)
    lam, mu = np.exp(-z * (n - N0) / N0), n / N0
    mean, var = stationary_moments(n, lam, mu)
    assert abs(var * (1 + z) / N0 - 1) < 1e-3
    # remaining terms are of order 1/N0
    assert abs(mean - N0 - z**2 / (2 * (1 + z)**2)) < 3e-3
    assert abs(var - N0 / (1 + z) - z**2 / (1 + z)**4) < 3e-3
    assert abs(spectral_gap(lam, mu) * N0 / (1 + z) - 1) < 2 / N0

# ---- Worked example: conducting grain in a hydrogen plasma with H3+ ions
a = 50e-9
Te = 2.0 * c.e                    # J
Tgas = 300.0
Ti = c.k * Tgas                   # J
n_plasma = 5e15                   # m^-3
pressure = 5e-3 * c.torr
B = 0.030
n_dust = 1e11                     # m^-3
alpha = 0.8e-30                   # rough polarizability volume of H2, m^3
mi = 3 * c.m_p + 2 * c.m_e
mg = 2 * (c.m_p + c.m_e)
coul = c.e**2 / (4 * np.pi * c.epsilon_0)
delta = coul / (a * Te)
tau = Te / Ti
ve = np.sqrt(8 * Te / (np.pi * c.m_e))
vi = np.sqrt(8 * Ti / (np.pi * mi))
area = np.pi * a**2


def balance_z(tau_, ratio=1.0):
    """Root of lam = mu; ratio = electron density / ion density."""
    pre = ratio * np.sqrt(tau_ * mi / c.m_e)
    return brentq(lambda s: pre * np.exp(-s) - 1 - tau_ * s, 1e-12, 30)


z = balance_z(tau)
N0 = z / delta
n = np.arange(0, 601)
lam = area * n_plasma * ve * np.exp(-delta * n)
mu = area * n_plasma * vi * (1 + tau * delta * n)
J = area * n_plasma * ve * np.exp(-z)

# absolute rates from a direct integral over Maxwellian speeds
e_int = quad(lambda u: u**3 * np.exp(-u*u) * (1 - z/u**2), np.sqrt(z), 12)[0]
i_int = quad(lambda u: (u**3 + tau*z*u) * np.exp(-u*u), 0, 12)[0]
pref = 4 / np.sqrt(np.pi) * area * n_plasma
assert abs(pref * np.sqrt(2 * Te / c.m_e) * e_int / J - 1) < 1e-6
assert abs(pref * np.sqrt(2 * Ti / mi) * i_int / J - 1) < 1e-6

var_cold = N0 / (1 + z)
var_warm = N0 * (1 + tau * z) / (z * (1 + tau + tau * z))
omega = J * delta * (1 + tau / (1 + tau * z))
mean, var = stationary_moments(n, lam, mu)
gap = spectral_gap(lam, mu)
assert abs(var / var_warm - 1) < 1 / N0
assert abs(var / var_cold - 1) < 0.01
assert abs(gap / omega - 1) < 2 / N0

# ---- Warm ions and electron depletion: same law, different z
cases = {}
for tau_, ratio in ((1.0, 1.0), (5.0, 1.0), (tau, 0.3)):
    zz = balance_z(tau_, ratio)
    nn = zz / delta
    l_ = ratio * np.sqrt(tau_ * mi / c.m_e) * np.exp(-delta * n)
    m_ = 1 + tau_ * delta * n
    v_ = stationary_moments(n, l_, m_)[1]
    pred = nn * (1 + tau_ * zz) / (zz * (1 + tau_ + tau_ * zz))
    assert abs(v_ / pred - 1) < 1 / nn
    cases[(tau_, ratio)] = (zz, nn, v_)

# ---- Very cold ions at fixed densities: z falls but tau*z grows
z_seq = [balance_z(t) for t in (1e2, 1e4, 1e6)]
assert z_seq[0] > z_seq[1] > z_seq[2]
corr = [1 / (s * (1 + t * (1 + s))) for s, t in zip(z_seq, (1e2, 1e4, 1e6))]
assert corr[0] > corr[1] > corr[2]

# ---- Neglected effects put through the master equation
# ion-neutral collisions: ions slowed where attraction exceeds 1.5 k Ti
n_gas = pressure / (c.k * Tgas)
mred = mi * mg / (mi + mg)
nu = n_gas * 2 * np.pi * np.sqrt(alpha * coul / mred)
R = a * delta * n * tau / 1.5
mu_coll = mu + n_plasma * nu * 4 * np.pi / 3 * R**3
R0 = a * z * tau / 1.5
f_coll = n_plasma * nu * 4 * np.pi / 3 * R0**3 / J
# ions drifting at the Bohm speed, energy Te/2
mu_beam = area * n_plasma * np.sqrt(Te / mi) * (1 + 2 * delta * n)
# image attraction at a conducting sphere
ni = np.arange(40, 221)
lam_im = np.array([orbit_factor(delta*k, delta) for k in ni])
lam_im *= area * n_plasma * ve
mu_im = np.array([orbit_factor(-tau*delta*k, tau*delta) for k in ni])
mu_im *= area * n_plasma * vi
models = {'collisions': (n, lam, mu_coll), 'Bohm drift': (n, lam, mu_beam),
          'image force': (ni, lam_im, mu_im)}
results = {}
for name, (s, l_, m_) in models.items():
    mean_m, var_m = stationary_moments(s, l_, m_)
    root, pred = linear_prediction(s, l_, m_)
    assert abs(var_m / pred - 1) < 0.02       # order 1/N0 and grid error
    results[name] = (mean_m, var_m, root / (1 + delta * root))
# local power law of the ion rate with collisions: variance = N0/(p+z)
root = linear_prediction(n, lam, mu_coll)[0]
h = 1.0
p_exp = root * (np.log(np.interp(root + h, n, mu_coll))
                - np.log(np.interp(root - h, n, mu_coll))) / (2 * h)
assert abs(results['collisions'][1] * (p_exp + delta*root) / root - 1) < 0.02

debye_i = np.sqrt(c.epsilon_0 * Ti / (n_plasma * c.e**2))
gyro = c.m_e * ve / (c.e * B)
field = z * Te / c.e / a

print(f"Grain radius a = {a*1e9:.0f} nm")
print(f"Electron temperature = {Te/c.e:.1f} eV")
print(f"Ion and gas temperature = {Tgas:.0f} K")
print(f"Plasma density = {n_plasma*1e-6:.1e} cm^-3")
print(f"Gas pressure = {pressure/c.torr*1e3:.1f} mTorr")
print(f"H3+ mass / electron mass = {mi/c.m_e:.1f}")
print(f"tau = Te/Ti = {tau:.2f}")
print(f"delta = {delta:.5f} (potential step per electron, Te volts)")
print(f"z = {z:.4f};  tau*z = {tau*z:.1f}")
print(f"Surface potential = {-z*Te/c.e:.3f} V")
print(f"Balance charge number N0 = {N0:.2f}")
print(f"Mean electron speed = {ve:.3e} m/s, ion speed = {vi:.1f} m/s")
print(f"Capture rate of each species J = {J:.3e} 1/s")
print(f"Cold-ion variance N0/(1+z) = {var_cold:.3f}")
print(f"Cold-ion standard deviation = {np.sqrt(var_cold):.3f} electrons")
print(f"Relative fluctuation = {100*np.sqrt(var_cold)/N0:.2f} %")
print(f"Inverse variance parts: 1/N0 = {1/N0:.5f}, delta = {delta:.5f}")
print(f"Warm-ion linear variance = {var_warm:.3f}")
print(f"Finite-Ti correction = {100*(var_warm/var_cold-1):.3f} %")
print(f"Full master equation: mean = {mean:.3f}, variance = {var:.3f}")
print(f"Cold-ion mean shift formula = {z**2/(2*(1+z)**2):.4f} electrons")
print(f"Cold-ion variance shift formula = {z**2/(1+z)**4:.4f}")
print(f"Relaxation time, linear = {1e6/omega:.3f} us")
print(f"Relaxation time, spectral gap = {1e6/gap:.3f} us")
for (t, r), (zz, nn, v_) in cases.items():
    print(f"tau={t:.1f}, ne/ni={r:.1f}: z={zz:.3f}, N0={nn:.1f}, "
          f"variance={v_:.2f}, N0/(1+z)={nn/(1+zz):.2f}")
for t, s, k in zip((1e2, 1e4, 1e6), z_seq, corr):
    print(f"tau={t:.0e}: z={s:.4f}, tau*z={t*s:.3g}, correction={k:.2e}")
print(f"Grain radius / ion Debye length = {100*a/debye_i:.2f} %")
print(f"Dust density = {n_dust*1e-6:.0e} cm^-3")
print(f"Charge on dust / electron charge = {100*n_dust*N0/n_plasma:.2f} %")
print(f"Magnetic field = {B*1e3:.0f} mT")
print(f"Electron gyroradius = {gyro*1e6:.0f} um")
print(f"Surface field = {field*1e-8:.3f} MV/cm")
print(f"Electron flux to surface = {J/(4*area)*1e-4:.2e} cm^-2 s^-1")
print(f"H2 polarizability volume (rough input) = {alpha*1e30:.1f} A^3")
print(f"Ion-neutral collision rate = {nu:.2e} 1/s")
print(f"Ion capture radius for collisions = {R0*1e6:.2f} um")
print(f"Collisional / collisionless ion rate at N0 = {100*f_coll:.1f} %")
print(f"Local exponent p of ion rate with collisions = {p_exp:.3f}")
for name, (m_, v_, simple) in results.items():
    print(f"With {name}: mean={m_:.1f}, variance={v_:.2f}, "
          f"own N0/(1+z)={simple:.2f}")
print("ALL CHECKS PASSED")
```

It prints:

```
Grain radius a = 50 nm
Electron temperature = 2.0 eV
Ion and gas temperature = 300 K
Plasma density = 5.0e+09 cm^-3
Gas pressure = 5.0 mTorr
H3+ mass / electron mass = 5510.5
tau = Te/Ti = 77.36
delta = 0.01440 (potential step per electron, Te volts)
z = 1.6340;  tau*z = 126.4
Surface potential = -3.268 V
Balance charge number N0 = 113.48
Mean electron speed = 9.464e+05 m/s, ion speed = 1449.6 m/s
Capture rate of each species J = 7.253e+06 1/s
Cold-ion variance N0/(1+z) = 43.081
Cold-ion standard deviation = 6.564 electrons
Relative fluctuation = 5.78 %
Inverse variance parts: 1/N0 = 0.00881, delta = 0.01440
Warm-ion linear variance = 43.210
Finite-Ti correction = 0.299 %
Full master equation: mean = 113.670, variance = 43.265
Cold-ion mean shift formula = 0.1924 electrons
Cold-ion variance shift formula = 0.0555
Relaxation time, linear = 5.958 us
Relaxation time, spectral gap = 5.965 us
tau=1.0, ne/ni=1.0: z=2.937, N0=204.0, variance=55.41, N0/(1+z)=51.81
tau=5.0, ne/ni=1.0: z=2.507, N0=174.1, variance=50.75, N0/(1+z)=49.64
tau=77.4, ne/ni=0.3: z=0.958, N0=66.5, variance=34.28, N0/(1+z)=33.98
tau=1e+02: z=1.5561, tau*z=156, correction=2.50e-03
tau=1e+04: z=0.4658, tau*z=4.66e+03, correction=1.46e-04
tau=1e+06: z=0.0693, tau*z=6.93e+04, correction=1.35e-05
Grain radius / ion Debye length = 0.30 %
Dust density = 1e+05 cm^-3
Charge on dust / electron charge = 0.23 %
Magnetic field = 30 mT
Electron gyroradius = 179 um
Surface field = 0.654 MV/cm
Electron flux to surface = 2.31e+16 cm^-2 s^-1
H2 polarizability volume (rough input) = 0.8 A^3
Ion-neutral collision rate = 3.07e+05 1/s
Ion capture radius for collisions = 4.21 um
Collisional / collisionless ion rate at N0 = 6.6 %
Local exponent p of ion rate with collisions = 1.111
With collisions: mean=111.0, variance=40.98, own N0/(1+z)=42.70
With Bohm drift: mean=199.4, variance=53.58, own N0/(1+z)=51.49
With image force: mean=119.2, variance=45.69, own N0/(1+z)=43.85
ALL CHECKS PASSED
```
